# Long-range kernel in real-time TDDFT: net force, instability and restoring term

## What dimensions and symmetry fix

The long-range kernel $f_{xc}(q)=-\alpha/q^2$ has the shape of the Coulomb kernel $4\pi/q^2$, so $\alpha>0$ is a pure number that stands where $-4\pi$ would stand. In Hartree atomic units, used throughout, a density has the dimension of a frequency squared: $\omega_p^2=4\pi n$. The replacement $4\pi\to-\alpha$ turns this into $\omega^2=-\alpha n$, an imaginary frequency. In a crystal the density that a constant vector potential $A$ sets in motion is the Drude weight $D$, defined by $j=DA$. If the growth is slow compared with the gap, the interband transitions enter through the dimensionless static susceptibility $\chi_0$. The kernel acts only through $\alpha$ times the current, so $D$ and $\chi_0$ occur only in the products $\alpha D$ and $\alpha\chi_0$, and the rate has the form
$$\lambda=\sqrt{\alpha D}\;\,G(\alpha\chi_0).$$
Two symmetries add to this. A constant $A$ shifts every crystal momentum $k$ by $A$, which maps a filled band onto itself, so a filled band has $D=0$. Translation invariance of the electron-electron interaction forbids a net internal force on the electrons, which a kernel acting on $n-n_0$ with fixed $n_0$ does not respect. For a filled band the rate above therefore vanishes as long as $\alpha\chi_0<1$, the range in which this form holds; for $\alpha\chi_0>1$ a filled band grows even at $D=0$, as shown below. The belief that the kernel, successful for excitons in linear response, is harmless in real-time propagation leans on this case, and any $D>0$ leaves it.

## The field equation

The Kohn-Sham Hamiltonian is $H_k=\tfrac12(p+k+A)^2+v(x)$ with a uniform $A=A_{ext}+A_{xc}$. The velocity operator is $p+k+A$, so $\dot A$ is the force of the field on an electron. $A_{ext}$ is the total macroscopic classical field. It is prescribed, and local fields are left out. If the induced longitudinal field, which obeys $\ddot A_{ind}=-4\pi j$, were propagated as well, $\alpha$ would be replaced by $\alpha-4\pi$ in the bare equation, and for $\alpha<4\pi$ the carrier growth found below would become a plasma oscillation. The symbol $j$ is the cell-averaged particle current and $P=\int_0^t j\,dt'$.

A potential $v_{xc}(\mathbf q)=-(\alpha/q^2)\,\delta n(\mathbf q)$ is replaced by a vector potential giving the same force, $\dot{\mathbf A}_{xc}=-i\mathbf q\,v_{xc}$. A time derivative and the continuity equation $\partial_t\delta n=-i\mathbf q\cdot\mathbf j$ give
$$\ddot{\mathbf A}_{xc}=(-i\mathbf q)\Big(-\frac{\alpha}{q^2}\Big)(-i\,\mathbf q\cdot\mathbf j)=+\alpha\,\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf j),$$
since $(-i)^2(-\alpha)=+\alpha$. The factor $q^2$ cancels, and for $q\to0$ along $x$
$$\ddot A_{xc}=\alpha j,\qquad \dot A_{xc}=\alpha P,$$
with $A_{xc}=\dot A_{xc}=0$ at $t=0$.

## Counter-example

### The uniform gas

With $v=0$ the momenta $k$ are conserved, and for a symmetric occupation $j=nA$. After a kick $A_{ext}=A_0\theta(t)$ the equation is $\ddot A=\alpha nA$ with $A(0)=A_0$, $\dot A(0)=0$, so $A=A_0\cosh(\sqrt{\alpha n}\,t)$. The gas has merely been set in uniform motion and should keep its velocity; the kernel accelerates it. For $\alpha=1$ and $n=0.013333$ bohr$^{-3}$ the rate is $\sqrt{0.013333}=0.11547$ au, an e-folding time of 0.209 fs, and propagation reproduces the cosh within $10^{-3}$ of its value.

### Where the force comes from

In planar geometry $1/q^2$ corresponds to $-|x|/2$, because $-\partial_x^2(-|x|/2)=\delta(x)$. Hence $v_{xc}(x)=\frac{\alpha}{2}\int|x-x'|\,[n(x')-n_0(x')]\,dx'$, and the force per area is
$$F=-\int n\,\partial_xv_{xc}\,dx=-\frac\alpha2\iint n(x)\,\mathrm{sgn}(x-x')\,[n(x')-n_0(x')]\,dx\,dx'.$$
The $n\,n$ term vanishes because the sign function is odd under $x\leftrightarrow x'$. The $n\,n_0$ term survives: the reference density acts as a fixed external charge. In terms of the local polarization, $n-n_0=-\partial_xP$, an integration by parts with $\partial_{x'}\mathrm{sgn}(x-x')=-2\delta(x-x')$ gives $-\partial_xv_{xc}=\alpha P(x)$. Then $F=\alpha\int nP\,dx=\alpha\int n_0P\,dx$, since $\int P\,\partial_xP\,dx=0$. When $P$ has one sign everywhere, as for a rigid shift of $n_0$, the force points along the displacement.

Take $n_0$ a normalized Gaussian of width 1 bohr and $n$ a sum of Gaussians with weights $c_i$, centres $m_i$, widths $s_i$. The difference $x-x'$ is then Gaussian with mean $m_i$ and variance $1+s_i^2$, whose mean sign is an error function:
$$F=\frac\alpha2\sum_ic_i\,\mathrm{erf}\frac{m_i}{\sqrt{2(1+s_i^2)}}=\tfrac12\Big[0.7\,\mathrm{erf}\frac{0.8}{2}-0.3\,\mathrm{erf}\frac{0.5}{\sqrt{2.72}}\Big]=0.10015\ \text{au}.$$
Quadrature of the defining integral gives the same value, with a self part at round-off level.

### A model insulator

The model has parallel chains of period $a=6$ bohr and area $S=25$ bohr$^2$, $v=2V_1\cos G_0x$ with $G_0=2\pi/a=1.0472$ bohr$^{-1}$ and $V_1=0.1$ Ha, two electrons per cell, $n=2/(aS)$, 9 plane waves, $N_k=32$ points and $\alpha=1$. The potential $v$ is frozen and treated as the lattice potential. The gap, at the zone edge, is 0.19835 Ha (5.40 eV). The program's results are listed in the numerical output after the text.

The response follows from $i\dot\rho_k=[H_k,\rho_k]$. Let the reference state be diagonal in the bands $\varepsilon_{nk}$ with occupations $f_{nk}$, even in $k$ so that it carries no current. To first order the perturbation is $\pi A$ with $\pi=p+k$. For time dependence $e^{-i\omega t}$, bands $n<m$ and $\Delta=\varepsilon_m-\varepsilon_n$,
$$\omega\,\delta\rho_{mn}=\Delta\,\delta\rho_{mn}+(f_n-f_m)\pi_{mn}A,\qquad \omega\,\delta\rho_{nm}=-\Delta\,\delta\rho_{nm}-(f_n-f_m)\pi_{nm}A.$$
With the weight $w=2/(N_kaS)$ per state, the current is the diamagnetic term plus $w\sum\mathrm{tr}(\pi\,\delta\rho)$:
$$\frac jA=n+w\sum(f_n-f_m)|\pi_{mn}|^2\Big[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\Big]=n-\sum\frac{F\Delta^2}{\Delta^2-z},$$
where the bracket equals $-2\Delta/(\Delta^2-z)$, $z=\omega^2$, the sum runs over $k$ and pairs $n<m$, and $F=2w(f_n-f_m)|\pi_{mn}|^2/\Delta$ now denotes the strength of a transition. Writing $\Delta^2/(\Delta^2-z)=1+z/(\Delta^2-z)$ splits this into
$$j=[D-z\chi(z)]A,\qquad D=n-\sum F,\qquad \chi(z)=\sum\frac{F}{\Delta^2-z}.$$
Second-order perturbation theory in $k$ gives $\varepsilon_n''=1+2\sum_{m\ne n}|\pi_{mn}|^2/(\varepsilon_n-\varepsilon_m)$. Multiplying by $wf_n$, summing, and collecting the two terms of each pair yields $w\sum f_n\varepsilon_n''=n-\sum F$, so $D=w\sum f\varepsilon''$. For a filled band and a dense grid this is the zone integral of the derivative of the periodic function $\varepsilon'$, which is zero.

Insert the response into $-zA_{xc}=\alpha j$ with $A_{xc}=A-A_{ext}$. Collecting $A$ on one side gives $A\,[z+\alpha D-\alpha z\chi]=zA_{ext}$, so
$$A=\frac{z}{\alpha D+z[1-\alpha\chi(z)]}\,A_{ext}.$$

For $D=0$ the factor $z$ cancels and $A=A_{ext}/(1-\alpha\chi)$. Then $j=-z\chi A$ means $P=\chi\dot A$, so $\epsilon-1=4\pi\chi/(1-\alpha\chi)$, the linear-response result. The model has $\chi_0=\chi(0)=0.23036$, so $\epsilon_{KS}=1+4\pi(0.23036)=3.895$, and with the kernel $\chi_0/(1-\chi_0)=0.23036/0.76964=0.2993$, $\epsilon=1+4\pi(0.2993)=4.761$. The pole $\alpha\chi(\Omega^2)=1$ lies at $\Omega=0.18457$ Ha, an exciton bound by $0.19835-0.18457=0.01378$ Ha, or 0.375 eV. The full nonlinear propagation of a kick $A_0=10^{-6}$ au over 2400 au agrees: the spectral line is at 0.18457 Ha, the mean of $A_{xc}/A_0$ is 0.2993 as the $z\to0$ limit $\alpha\chi_0/(1-\alpha\chi_0)$ demands, and $|A_{xc}|$ peaks at $0.565A_0$. On this grid $D/n=1.3\times10^{-11}$. This run is the case that supports the belief.

The force is nevertheless present in it. The Ehrenfest equation for $j=w\sum f\langle p+k+A\rangle$ reads
$$\frac{dj}{dt}=-w\sum f\langle v'\rangle+n\dot A_{ext}+n\dot A_{xc},$$
and the last term is $n\alpha P$. The propagated residual $dj/dt$ minus the lattice force matches $n\alpha P$ to $10^{-4}$ of its maximum and vanishes to $10^{-4}$ of the lattice force when $\alpha=0$. Over the first 100 au its maximum is 0.243 of the maximum lattice force. For a pure mode of frequency $\omega$, $dj/dt=-\omega^2P$ fixes this ratio at $\alpha n/(\omega^2+\alpha n)$, which is $0.013333/0.047399=0.28$ at the exciton and lower for the faster modes that the kick also excites.

Now move a few electrons to the second band, with occupation $0.01\cos^2(3\pi q/G_0)$ at distance $q<G_0/6$ from the zone edge and no interband coherence: 0.00334 carriers per cell, $1.5\times10^{20}$ cm$^{-3}$. The upper band curves upward and the lower downward at the edge, so electrons and holes both raise $D$. The sum over transitions and the finite-difference curvature both give $D=1.1018\times10^{-4}$ au on this grid ($1.1016\times10^{-4}$ au for $N_k=512$), and $\chi_0$ drops to 0.22777. For $|z|$ far below the gap squared, $\chi\approx\chi_0$ and the denominator vanishes at $z=-\lambda^2$ with
$$\lambda^2\approx\frac{\alpha D}{1-\alpha\chi_0}=\frac{1.1018\times10^{-4}}{0.77223}=1.4268\times10^{-4},\qquad\lambda\approx0.01195\ \text{au}.$$
This fixes $G(u)=(1-u)^{-1/2}$ at leading order in $D$. The root with the full $\chi(z)$ and the rate fitted to the propagation are both 0.01194 au, an e-folding time of 83.8 au or 2.03 fs. In the same approximation $A=\frac{z}{z+\lambda^2}\frac{A_{ext}}{1-\alpha\chi_0}$, which for a step is $A_0\cosh(\lambda t)/(1-\alpha\chi_0)$. Extrapolated, it reaches $G_0/4=0.2618$ at
$$t=83.8\,\ln\frac{2(0.77223)(0.2618)}{10^{-6}}=83.8\times12.91=1082\ \text{au},$$
and the propagation crosses at 1087 au (26.3 fs). A kick of $10^{-6}$ has grown to a quarter of the Brillouin zone.

A positive $D$ can also be an artefact. Dropping empty bands removes non-negative terms $F$ from $D=n-\sum F$ while the diamagnetic $n$ stays. With two bands kept, the filled-band model has $D=3.69\times10^{-4}$ au on this grid ($3.67\times10^{-4}$ au for $N_k=64$ and 512), 2.8% of $n$, and a rate of 0.02187 au (1.11 fs), confirmed by the eigenvalues of the linearized equations of motion. A coarse grid gives either sign. In $\varepsilon=\sum_l\varepsilon_le^{ikla}$ the average over $N_k$ equally spaced points keeps the terms with $l$ a multiple of $N_k$, and a shift of the grid by half a spacing, $\pi/(N_ka)$, multiplies the leading terms $l=\pm N_k$ by $e^{\pm i\pi}=-1$. For $N_k=6$ the two grids give $D/n=-8.39\times10^{-3}$ and $+8.36\times10^{-3}$.

## The correct statement

Let the field obey $\ddot A_{xc}+\gamma A_{xc}=\alpha j$, with $\gamma=0$ for the bare kernel. Assume a prescribed total classical field $A_{ext}$, no local fields, a reference state that is stationary, even in $k$ and not inverted ($F\ge0$), a finite set of transitions, and a smallest active transition energy $\Delta_1>0$. Define
$$\Phi(z)=z[1-\alpha\chi(z)],\qquad g=\gamma-\alpha D,\qquad \alpha_c=1/\chi_0,$$
and let $\Phi_{max}$ be the maximum of $\Phi$ on $z<\Delta_1^2$.

1. The bare kernel, alone or added to ALDA, exerts the net force density $n\alpha P$, in violation of the zero-force theorem whenever $P\ne0$.
2. The linear modes solve $\Phi(z)=g$. For $g<0$ one grows exponentially. For $g=0$, $\alpha<\alpha_c$ the system is marginal.
3. For $\alpha<\alpha_c$ and $0<g<\Phi_{max}$ all modes are real oscillations. Just above $\Phi_{max}$ an oscillating mode grows.
4. For $\alpha>\alpha_c$ a mode grows for every $g$ up to and just beyond $\Phi_{max}$.
5. Inside the window, and as long as $A_{xc}$ stays bounded, as it does after a kick, the time average of the force vanishes but its instantaneous value does not. The restoring term also lowers the exciton. A small friction term amplifies the exciton.

## Proof

**Force.** For interacting electrons the total velocity obeys $\frac{d}{dt}\sum_i\langle p_i+A_{ext}\rangle=N\dot A_{ext}-\int n\nabla v_{ext}$, because the pair forces cancel two by two. In a finite system the Kohn-Sham density equals the interacting one, and so does the total current, which is the rate of change of the dipole. In a periodic cell the density does not fix the mean current, and $A_{xc}$ is required to reproduce that current as well. The Kohn-Sham equation has the extra term $-\int n\nabla v_H+\mathcal F_{xc}$. The Hartree term vanishes by the antisymmetry used above, so the total force $\mathcal F_{xc}$ must vanish. Per cell, $\mathcal F_{xc}=N\dot A_{xc}-\int n\nabla v_{xc}^{per}$. The theorem permits a macroscopic field if the periodic part $v^{per}_{xc}$ cancels its force. ALDA cannot supply this: with $v=de/dn$, $n\nabla v=\nabla(nv-e)$, whose cell integral is zero. What remains per volume is $n\dot A_{xc}=n\alpha P$.

**Mode equation.** With $A_{ext}=0$, $(\gamma-z)A=\alpha[D-z\chi]A$, and moving terms gives $\gamma-\alpha D=z-\alpha z\chi=\Phi(z)$. Combinations of degenerate transitions that carry no current, such as those even under $k\to-k$, decouple and oscillate at $\Delta$.

**Shape of $\Phi$.** From $z/(\Delta^2-z)=\Delta^2/(\Delta^2-z)-1$,
$$\Phi'=1-\alpha\sum\frac{F\Delta^2}{(\Delta^2-z)^2},\qquad\Phi''=-2\alpha\sum\frac{F\Delta^2}{(\Delta^2-z)^3}.$$
For $z<\Delta_1^2$, $\Phi''<0$, so $\Phi$ is concave. Also $\Phi(0)=0$ and $\Phi'(0)=1-\alpha\chi_0$. As $z\to-\infty$ the sum in $\Phi$ stays below $\alpha\sum F$, so $\Phi\to-\infty$ with slope tending to 1; as $z\to\Delta_1^2$ from below, $\Phi\to-\infty$. There is thus one maximum, at $z_m$.

**Counting.** With $M$ distinct poles, multiplying $\Phi-g$ by $\prod(\Delta^2-z)$ gives a polynomial of degree $M+1$. Just above each pole $\Phi\to+\infty$ and just below the next $\Phi\to-\infty$, so each of the $M-1$ intervals holds a positive root. Two roots remain.

**$g<0$.** Since $\Phi(0)=0>g$ and $\Phi(-\infty)=-\infty$, a root $z=-\lambda^2$ exists for any $\alpha>0$, and $\omega=i\lambda$ gives $e^{\lambda t}$.

**$g=0$, $\alpha<\alpha_c$.** Here $\Phi'(0)>0$, so $z_m>0$. The two roots are $z=0$ and the exciton in $(z_m,\Delta_1^2)$. The root $z=0$ is a double root in $\omega$, with solutions $A=c_0+c_1t$. An arbitrarily small $D>0$ moves it to negative $z$. A constant spurious current $j_0$ is integrated twice, $A_{xc}\propto\alpha j_0t^2$; for this reason the propagations start from the stationary states of the discrete time step.

**$0<g<\Phi_{max}$, $\alpha<\alpha_c$.** The concave curve rises from 0 to $\Phi_{max}$ and falls to $-\infty$, so it crosses $g$ once in $(0,z_m)$, a slow mode, and once in $(z_m,\Delta_1^2)$, the exciton. All $M+1$ roots are now found; they are positive and distinct, so the linear response is a bounded sum of oscillations.

**Just above $\Phi_{max}$.** Expanding, $\Phi\approx\Phi_{max}-\frac12|\Phi''|(z-z_m)^2=g$ gives $z=z_m\pm i\sqrt{2(g-\Phi_{max})/|\Phi''|}$. A non-real $z$ has square roots $\pm\omega$ with nonzero imaginary part, one of which grows. The argument is local in $g$ and makes no claim for much larger $\gamma$. The energy balance shows what feeds the growth. For constant $A_{ext}$ the electronic energy density obeys $\dot E=j\dot A_{xc}$, because $\partial H/\partial A$ is the velocity, and $j=(\ddot A_{xc}+\gamma A_{xc})/\alpha$, so
$$E-\frac{\dot A_{xc}^2+\gamma A_{xc}^2}{2\alpha}=\text{const}.$$
The field energy is negative, so field and electronic excitation can grow together at constant total.

**$\alpha>\alpha_c$.** Now $\Phi'(0)<0$, so $z_m<0$ and $\Phi_{max}>\Phi(0)=0$. For $g\le\Phi_{max}$ the rising branch crosses $g$ at some $z\le z_m<0$, and just above $\Phi_{max}$ the pair is complex.

**Averaged force.** The mean of $n\dot A_{xc}$ over $[0,T]$ is $n[A_{xc}(T)-A_{xc}(0)]/T$, which tends to zero when $A_{xc}$ is bounded, while each mode contributes an oscillating force $-i\omega nA_{xc}$. A constant applied force $\dot A_{ext}$ is different when $D>0$: for $z\to0$ the field equation gives $A_{xc}=\alpha D\,A_{ext}/(\gamma-\alpha D)$, which grows linearly in time and leaves a nonzero mean force. In frequency space, $(\gamma-z)A_{xc}=\alpha j$ is the bare equation with $\alpha\to\alpha z/(z-\gamma)$. This tends to $\alpha$ for $z\gg\gamma$ and to zero for $z\to0$, so for a filled band the static dielectric constant returns to $\epsilon_{KS}$.

**Exciton shift.** For $D=0$, $\Phi(\Omega^2+\delta z)=\gamma$ gives $\delta z=\gamma/\Phi'$ at first order, and $\delta z=2\Omega\,\delta\Omega$, so $\delta\Omega=\gamma/[2\Omega\Phi'(\Omega^2)]$. It is negative because the exciton lies on the falling branch.

**Friction.** Adding $\beta\dot A_{xc}$ changes the mode equation to $\Phi(z)=g-i\beta\omega$. At first order $2\omega\,\delta\omega\,\Phi'=-i\beta\omega$, so $\mathrm{Im}\,\omega=-\beta/(2\Phi')$. With $e^{-i\omega t}$ a positive value is growth: the slow mode ($\Phi'>0$) is damped and the exciton ($\Phi'<0$) is amplified. Inside the window the higher current-carrying modes are amplified too: between neighbouring poles $\Phi$ runs from $+\infty$ to $-\infty$ and crosses $g$ once, with $\Phi'<0$.

## The restoring term in the model

The critical strength is $\alpha_c=1/0.23036=4.341$. Diagonalization of the linearized equations finds no rate above $10^{-5}$ au at $0.9\alpha_c$ and the rate 0.0704 au at $1.1\alpha_c$, which $\gamma=10^{-3}$ au lowers to 0.0670 au without removing it.

At $\alpha=1$ the filled band has $\Phi_{max}=0.01262$ au at $\omega=0.15432$ Ha, and with the carriers the window is $1.1018\times10^{-4}<\gamma<0.01287$ au. The lower edge is tested by diagonalization at $\gamma=0.9\alpha D$ (growth at the predicted rate) and $1.1\alpha D$ (none above $10^{-8}$ au), the upper edge for the filled band at 0.99 and 1.01 of $\Phi_{max}$. At $\gamma=1.1\Phi_{max}=0.01388$ au the root is $\omega=0.15732+0.01580i$ Ha, and the propagation grows at 0.01580 au, faster than the carrier instability the term was meant to remove.

The choice $\gamma=10^{-3}$ au lies inside the window. With carriers, $\Phi\approx z(1-\alpha\chi_0)$ estimates the slow mode:
$$\omega^2\approx\frac{10^{-3}-1.1018\times10^{-4}}{0.77223}=1.1523\times10^{-3},\qquad\omega\approx0.03395\ \text{Ha}.$$
The full root and the propagation give 0.03407 Ha; the estimate is 0.4% lower because the concave $\Phi$ lies below its tangent and reaches $g$ later. The run that ran away at 26 fs now keeps $|A_{xc}|$ at or below $0.558A_0$ for all 2400 au. The force density divided by $A_0$ has an rms value of $4.2\times10^{-4}$ au and a mean of $2.7\times10^{-6}$ au, 0.6% of the rms and within the bound $0.013333\times0.558/2400=3.1\times10^{-6}$.

For the filled band, $\Phi'(\Omega^2)=-4.2959$ gives
$$\delta\Omega=-\frac{10^{-3}}{2(0.18457)(4.2959)}=-6.31\times10^{-4}\ \text{Ha},$$
against $-6.59\times10^{-4}$ Ha from the root and $-6.60\times10^{-4}$ Ha from the propagation. The first-order value is 4% smaller in size than the root, since $|\Phi'|$ decreases as the root moves toward the maximum. The shift, $-17.9$ meV, is about 5% of the binding energy. With $\beta=10^{-4}$ au added, the formula gives $\mathrm{Im}\,\omega=-6.6\times10^{-5}$ au for the slow mode and $+1.27\times10^{-5}$ au for the exciton, both within 1% of the eigenvalues.

A laser pulse lies outside the assumptions, because it leaves interband coherence and a non-stationary state. It is tested qualitatively. A $\sin^2$ pulse of amplitude 0.008 au, frequency 0.22 Ha and length 400 au acts on the filled band with the kernel on. Projection on the bands at its end gives 0.0093 excited electrons per cell and $D=2.6\times10^{-4}$ au from the populations. Without $\gamma$, $|A_{xc}|$ passes $G_0/4$ at 1171 au (28.3 fs) in this run. The time depends on how the initial state is prepared numerically and is not converged in the grid: it falls to 1154 au for $N_k=64$ and 1071 au for $N_k=128$, while the excited population and $D$ keep the digits given. The result is the runaway, not its exact time. With $\gamma=10^{-3}$ au, which exceeds this $\alpha D$, it peaks at 0.0052 au during the run. The growth rate after the pulse is not compared with $\lambda$, and boundedness over 2400 au does not prove nonlinear stability, since the negative field energy leaves the conserved quantity without a lower bound. Within the linear statement, a fixed $\gamma$ fails once the carriers raise $\alpha D$ above it.

## Numbers as computed

```
a 6.0 bohr, S 25.0 bohr^2, V1 0.1 Ha, 9 plane waves, Nk 32, G0 1.0472 1/bohr
alpha 1.0, gamma 0.001 au, beta 0.0001 au, dt 0.1 au, T 2400 au, kick A0 1e-06 au
slab (1 e/bohr^2): n0 Gaussian sigma 1 bohr; n parts (weight, centre, sigma) [(0.7, 0.8, 1.0), (0.3, -0.5, 0.6)]
slab force: quadrature 0.10015, erf form 0.10015, self part -2e-17 au
density n 0.013333 bohr^-3; uniform-gas rate 0.11547 au, e-fold 0.209 fs
gap 0.19835 Ha = 5.397 eV; lowest grid transition 0.19911 Ha
chi(0) 0.23036, eps_KS 3.8948, alpha_c 4.3410
eps with LRC 4.7613
D/n filled band 1.3e-11; Nk=6 unshifted -8.387e-03, shifted 8.360e-03
exciton: root 0.18457 Ha, propagation 0.18457 Ha, binding 0.375 eV
mean A_xc/A0: formula 0.2993, propagation 0.2993
max xc force / max lattice force (first 100 au) 0.2428
carriers: peak occupation 0.01 within G0/6 of edge, 0.00334 per cell
carrier density 1.500e+20 cm^-3
carriers: D 1.1018e-04 au (curvature 1.1018e-04), chi(0) 0.22777
growth rate: root 0.01194, estimate 0.01195, propagation 0.01194 au
e-folding time 83.8 au = 2.03 fs; |A_xc| > G0/4 at 1087 au = 26.3 fs
two bands only: D 3.6931e-04 au, rate 0.02187 au, e-fold 1.11 fs
Phi_max filled band 0.01262 au at omega 0.15432 Ha
gamma window with carriers: 1.1018e-04 to 0.01287 au
slow mode with carriers: root 0.03407, propagation 0.03407 Ha; filled band 0.03619 Ha
max |A_xc|/A0: LRC 0.565, carriers+gamma 0.558
Phi'(Omega^2) -4.2959; exciton with gamma 0.18391 Ha
exciton shift: first order -6.306e-04, root -6.593e-04, propagation -6.595e-04 Ha
exciton shift -17.9 meV
xc force density / A0 with gamma: rms 4.225e-04, time mean 2.7e-06 au
gamma = 1.1 Phi_max = 0.01388 au: omega 0.15732 + 0.01580i Ha, propagation rate 0.01580 au
alpha = 1.1 alpha_c: rate 0.07038 au, with gamma 0.06702 au
friction Im omega: slow mode -6.607e-05, exciton 1.268e-05 au
pulse: amplitude 0.008 au, omega 0.22 Ha, length 400 au, sin^2 envelope
after pulse: 0.00931 excited per cell, D 2.604e-04 au
pulse, no gamma: |A_xc| > G0/4 at 1171 au = 28.3 fs
pulse, gamma: max |A_xc| 0.0052 au; G0/4 0.2618 au
```
